# Thermal Sommerfeld enhancement of multiphonon capture at an attractive charged trap: test program

```python
# Result under test: thermal capture enhancement at an attractive charge Z,
#   <s> = 4 Z sqrt(pi E_R/kT) + Delta,  0 < Delta < 1,
# for a Maxwell-Boltzmann gas and capture from continuum states only.
# s = |psi_k(0)|^2 relative to a plane wave (Sommerfeld factor),
# E_R = effective Rydberg energy, a = effective Bohr radius.
# Reduced units in the solvers: length a, energy E_R, H = -d2/dr2 - 2Z/r.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.special import j1

RY = sc.physical_constants['Rydberg constant times hc in eV'][0]
A0 = sc.physical_constants['Bohr radius'][0] * 1e9        # nm
KB = sc.k / sc.e                                        # eV/K


def sommerfeld(y):
    return y / (-np.expm1(-y))


def remainder(y):
    return y * np.exp(-y) / (-np.expm1(-y))


def maxwell_average(func):
    """Average over x = sqrt(E/kT) with the three-dimensional weight."""
    def g(x):
        return 4 / np.sqrt(np.pi) * x * x * np.exp(-x * x) * func(x)
    return sum(quad(g, lo, hi, epsabs=1e-14, epsrel=1e-10, limit=200)[0]
               for lo, hi in ((0, 1), (1, 3), (3, 9)))


def full_average(ratio, Z=1):
    b = 2 * np.pi * Z * np.sqrt(ratio)
    return maxwell_average(lambda x: sommerfeld(b / x))


def delta_average(ratio, Z=1):
    b = 2 * np.pi * Z * np.sqrt(ratio)
    return maxwell_average(lambda x: remainder(b / x))


def simple_formula(ratio, Z=1):
    return 4 * Z * np.sqrt(np.pi * ratio)


def saddle_delta(ratio, Z=1):
    w = (np.pi * Z)**(2 / 3) * ratio**(1 / 3)
    return 8 / np.sqrt(3) * w**2 * np.exp(-3 * w)


def contact_from_equation(k, screening_length, rmax):
    """Integrate the s-wave equation (Z=1) and normalize at large r."""
    k = np.asarray(k, float)
    n = len(k)
    k2 = k * k

    def rhs(r, y):
        q = k2 + 2 * np.exp(-r / screening_length) / r
        return np.concatenate((y[n:], -q * y[:n]))
    r0 = 1e-4
    start = np.concatenate((np.full(n, r0 - r0**2), np.full(n, 1 - 2 * r0)))
    sol = solve_ivp(rhs, (r0, rmax), start, method='DOP853',
                    rtol=1e-8, atol=1e-10, t_eval=[rmax])
    assert sol.success
    u, du = sol.y[:n, -1], sol.y[n:, -1]
    K = np.sqrt(k2 + 2 * np.exp(-rmax / screening_length) / rmax)
    return 1 / (k * (K * u**2 + du**2 / K))


# Example inputs
T = 300.0
mass, eps_si, eps_ox = 0.26, 11.7, 3.9
m_t, m_l = 0.19, 0.92
n_el = 1e15             # cm^-3
n_high = 1e17           # cm^-3
C0, N_trap = 1e-9, 1e13   # cm^3/s, cm^-3
depth, r_core = 20.0, 0.3  # nm
field = 0.001           # MV/cm
mobility, tau_E = 1400.0, 0.3e-12  # cm^2/Vs, s
trap_depth, relaxation = 0.5, 0.4  # eV
kT = KB * T
E_R = RY * mass / eps_si**2
a = A0 * eps_si / mass
ratio = E_R / kT
t = kT / E_R
simple, full = simple_formula(ratio), full_average(ratio)
delta = delta_average(ratio)

# Sommerfeld factor against direct integration of the radial equation
k_test = np.array([0.3, 1.0, 2.0])
s_ode = contact_from_equation(k_test, np.inf, 400.0)
s_formula = sommerfeld(2 * np.pi / k_test)
ode_error = np.max(np.abs(s_ode / s_formula - 1))
assert ode_error < 2e-3

# Thermal average, bounds on the remainder, and both limits
for Z in (1, 2):
    assert abs(full_average(20, Z) / simple_formula(20, Z) - 1) < 1e-6
    for q in (0.01, 0.1, 1.0, 10.0):
        assert 0 < full_average(q, Z) - simple_formula(q, Z) + 1e-8 < 1
        assert 0 < delta_average(q, Z) < 1
assert abs(delta_average(20) / saddle_delta(20) - 1) < 0.04
assert abs(delta / saddle_delta(ratio) - 1) < 0.15
hot = (full_average(1e-4) - 1) / (2 * np.sqrt(np.pi * 1e-4))
assert abs(hot - 1) < 0.03

# Whole thermal contact density from diagonalization in a sphere
h, R = 0.01, 30.0
r = np.arange(1, int(round(R / h))) * h
energy, vec = eigh_tridiagonal(2 / h**2 - 2 / r,
                               np.full(len(r) - 1, -1 / h**2),
                               select='v', select_range=(-1.5, 40 * t))
slope = vec[0] / np.sqrt(h) / (h * (1 - h))
free_density = (t / (4 * np.pi))**1.5
total_box = np.sum(slope**2 / (4 * np.pi) * np.exp(-energy / t))
total_box /= free_density
n = np.arange(1, 5001)
bound = np.sum(np.exp(1 / (n**2 * t)) / (np.pi * n**3.0)) / free_density
assert abs(total_box - bound - full) < 0.05   # grid error of order h^2

# Finite trap radius: zero-energy wave averaged over the core sphere


def core_wave(x):
    z = np.sqrt(8 * x * r_core / a)
    return 3 * x * x * 2 * j1(z) / z


core_factor = quad(core_wave, 0, 1)[0]**2

# Anisotropic mass, exact to first order in the attraction
root_m = m_t * np.sqrt(m_l) * quad(
    lambda c: 1 / (m_t * (1 - c * c) + m_l * c * c), 0, 1)[0]
closed = np.arccos(np.sqrt(m_t / m_l)) / np.sqrt(1 / m_t - 1 / m_l)
assert abs(root_m / closed - 1) < 1e-8
m_first = root_m**2

# Energy-dependent multiphonon factor (classical Gaussian line shape)


def line(x):
    off = trap_depth - relaxation
    return np.exp(-((off + kT * x * x)**2 - off**2) / (4 * relaxation * kT))


b = 2 * np.pi * np.sqrt(ratio)
with_line = (maxwell_average(lambda x: sommerfeld(b / x) * line(x))
             / maxwell_average(line))

# Screening by free carriers
nodes, weights = np.polynomial.legendre.leggauss(60)
x = 2.5 * (nodes + 1)
w = 2.5 * weights * 4 / np.sqrt(np.pi) * x * x * np.exp(-x * x)


def debye(density):
    return 1e9 * np.sqrt(eps_si * sc.epsilon_0 * kT
                         / (sc.e * density * 1e6))


screened = []
for density in (n_el, n_high):
    L = debye(density) / a
    screened.append(np.sum(
        w * contact_from_equation(x * np.sqrt(t), L, 12 * L)))

# Remaining sizes
coulomb = 2 * RY * A0 / eps_si          # eV nm
r_c = coulomb / kT
image = (eps_si - eps_ox) / (eps_si + eps_ox)
image_shift = -coulomb * image / (2 * depth) + coulomb * image / (4 * depth)
field_drop = field * 0.1 * r_c          # 1 MV/cm = 0.1 V/nm
heating = 2 / 3 * mobility * (field * 1e6)**2 * tau_E / kT
m_dos = 6**(2 / 3) * (m_l * m_t**2)**(1 / 3)
N_c = 2 * (m_dos * sc.m_e * sc.k * T
           / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6

print(f"Temperature: {T:.0f} K; kT = {kT*1e3:.2f} meV")
print(f"Electron mass: {mass:.2f} m_e")
print(f"Relative permittivity, Si and oxide: {eps_si:.1f}, {eps_ox:.1f}")
print(f"Effective Rydberg E_R: {E_R*1e3:.2f} meV")
print(f"Effective Bohr radius a: {a:.3f} nm")
print(f"E_R/kT: {ratio:.4f}")
print(f"Simple formula, Z=1: {simple:.3f}")
print(f"Full continuum average, Z=1: {full:.3f}")
print(f"Remainder Delta: {delta:.4f}")
print(f"Saddle-point Delta: {saddle_delta(ratio):.4f}")
print(f"Simple formula, Z=2: {simple_formula(ratio, 2):.3f}")
print(f"Full continuum average, Z=2: {full_average(ratio, 2):.3f}")
for temp in (250.0, 400.0):
    q = E_R / (KB * temp)
    print(f"At {temp:.0f} K, Z=1: simple {simple_formula(q):.3f}, "
          f"full {full_average(q):.3f}")
for q in (0.01, 0.1, 10.0):
    print(f"E_R/kT = {q:g}, Z=1: simple {simple_formula(q):.3f}, "
          f"full {full_average(q):.3f}")
for k, so, sf in zip(k_test, s_ode, s_formula):
    print(f"s at ka = {k:.1f}: integrated {so:.4f}, formula {sf:.4f}")
print(f"Hot-limit test, ratio to first-order law: {hot:.4f}")
print(f"Assumed C0: {C0:.1e} cm^3/s; traps: {N_trap:.1e} cm^-3")
print(f"Capture coefficient, full average: {full*C0:.2e} cm^3/s")
print(f"Capture time without attraction: {1e6/(C0*N_trap):.1f} us")
print(f"Capture time with attraction: {1e6/(full*C0*N_trap):.1f} us")
print(f"Equilibrated bound-state addition: {bound:.2f}")
print(f"Bound plus continuum: {bound+full:.2f}")
print(f"Same total from diagonalization: {total_box:.2f}")
print(f"Core radius: {r_core:.1f} nm; core factor: {core_factor:.3f}")
print(f"Transverse, longitudinal mass: {m_t:.2f}, {m_l:.2f} m_e")
print(f"First-order effective mass: {m_first:.3f} m_e")
print(f"Enhancement factor from that mass: {np.sqrt(m_first/mass):.3f}")
print(f"Trap depth, relaxation energy: {trap_depth}, {relaxation} eV")
print(f"Enhancement with energy-dependent line: {with_line:.3f}")
for density, value in zip((n_el, n_high), screened):
    print(f"Density {density:.0e} cm^-3: Debye length "
          f"{debye(density):.1f} nm, screened average {value:.3f}")
print(f"Coulomb radius e^2/(4 pi eps kT): {r_c:.2f} nm")
print(f"Trap distance from oxide: {depth:.0f} nm")
print(f"Net image energy at trap: {image_shift*1e3:.2f} meV")
print(f"Image energy / kT: {image_shift/kT:.3f}")
print(f"Field: {field:.3f} MV/cm; drop over Coulomb radius / kT: "
      f"{field_drop/kT:.4f}")
print(f"Mobility: {mobility:.0f} cm2/Vs; energy relaxation time: "
      f"{tau_E*1e12:.1f} ps")
print(f"Relative carrier heating: {heating:.4f}")
print(f"Density / effective density of states: {n_el/N_c:.1e}")
print("success")
```

Output:

```
Temperature: 300 K; kT = 25.85 meV
Electron mass: 0.26 m_e
Relative permittivity, Si and oxide: 11.7, 3.9
Effective Rydberg E_R: 25.84 meV
Effective Bohr radius a: 2.381 nm
E_R/kT: 0.9996
Simple formula, Z=1: 7.088
Full continuum average, Z=1: 7.126
Remainder Delta: 0.0373
Saddle-point Delta: 0.0341
Simple formula, Z=2: 14.177
Full continuum average, Z=2: 14.179
At 250 K, Z=1: simple 7.765, full 7.793
At 400 K, Z=1: simple 6.139, full 6.195
E_R/kT = 0.01, Z=1: simple 0.709, full 1.413
E_R/kT = 0.1, Z=1: simple 2.242, full 2.577
E_R/kT = 10, Z=1: simple 22.420, full 22.420
s at ka = 0.3: integrated 20.9449, formula 20.9440
s at ka = 1.0: integrated 6.2949, formula 6.2949
s at ka = 2.0: integrated 3.2835, formula 3.2835
Hot-limit test, ratio to first-order law: 1.0183
Assumed C0: 1.0e-09 cm^3/s; traps: 1.0e+13 cm^-3
Capture coefficient, full average: 7.13e-09 cm^3/s
Capture time without attraction: 100.0 us
Capture time with attraction: 14.0 us
Equilibrated bound-state addition: 41.96
Bound plus continuum: 49.08
Same total from diagonalization: 49.08
Core radius: 0.3 nm; core factor: 0.826
Transverse, longitudinal mass: 0.19, 0.92 m_e
First-order effective mass: 0.289 m_e
Enhancement factor from that mass: 1.055
Trap depth, relaxation energy: 0.5, 0.4 eV
Enhancement with energy-dependent line: 7.703
Density 1e+15 cm^-3: Debye length 129.3 nm, screened average 7.124
Density 1e+17 cm^-3: Debye length 12.9 nm, screened average 7.081
Coulomb radius e^2/(4 pi eps kT): 4.76 nm
Trap distance from oxide: 20 nm
Net image energy at trap: -0.77 meV
Image energy / kT: -0.030
Field: 0.001 MV/cm; drop over Coulomb radius / kT: 0.0184
Mobility: 1400 cm2/Vs; energy relaxation time: 0.3 ps
Relative carrier heating: 0.0108
Density / effective density of states: 3.6e-05
success
```
